# Finite-diameter correction for a centred four-probe array on a thin disc, part 1

(Sections cited here and not found follow in the second part.)

## First half: the insulated disc

A circular wafer has diameter $d=2a$, thickness $t$ and uniform, isotropic resistivity $\rho$. Its faces and its rim are insulating. Four point contacts stand on one diameter, a distance $s$ apart, with the array centred on the wafer:

$$x_1=-\tfrac{3s}{2},\qquad x_2=-\tfrac{s}{2},\qquad x_3=\tfrac{s}{2},\qquad x_4=\tfrac{3s}{2}.$$

All four fit on the wafer when $d>3s$. A steady current $I$ enters at probe 1 and leaves at probe 4. A voltmeter that draws no current reads $V=\phi(x_2)-\phi(x_3)$, where $\phi$ is the electric potential.

The wafer is thin, $t\ll s$, and the current is taken to be uniform through the depth. The second half examines that assumption. If $\mathbf J$ is the current density, the current per unit width is $\mathbf K=t\mathbf J$, and Ohm's law reads

$$\mathbf K=-\frac{1}{R_s}\nabla\phi,\qquad R_s=\frac{\rho}{t}.$$

The sheet resistance $R_s$ is the quantity sought. It has the unit ohm, written ohm/sq because it is the resistance between opposite edges of a square of any size. SI and engineering units are used throughout.

### (a) The unbounded sheet

**Question.** Find the potential of one current source in an unbounded sheet. Then find the relation between $R_s$ and $V/I$ for the four probes when the sheet has no rim.

**Solution.** In a steady state no charge accumulates, so the current crossing any circle around the source is $I$. By symmetry it is spread evenly over the circumference $2\pi r$, so the radial current per width is $K_r=I/(2\pi r)$. Ohm's law gives

$$\frac{d\phi}{dr}=-R_sK_r=-\frac{IR_s}{2\pi r},\qquad \phi=-\frac{IR_s}{2\pi}\ln r+\text{constant}.$$

The constant absorbs the unit of length inside the logarithm. A sink has the opposite sign. Since the equations are linear, the potentials of source and sink add:

$$\phi(\mathbf r)=-\frac{IR_s}{2\pi}\left[\ln|\mathbf r-\mathbf r_1|-\ln|\mathbf r-\mathbf r_4|\right]+\text{constant}.$$

Probe 2 is a distance $s$ from the source and $2s$ from the sink. Probe 3 has these distances exchanged. Leaving out the common constant,

$$\phi(x_2)=-\frac{IR_s}{2\pi}(\ln s-\ln 2s)=\frac{IR_s}{2\pi}\ln2,\qquad \phi(x_3)=-\frac{IR_s}{2\pi}\ln2 .$$

The difference is

$$V=\frac{IR_s}{\pi}\ln 2,\qquad R_s=\frac{\pi}{\ln2}\,\frac VI .$$

The spacing has dropped out. A sheet has no length of its own, so enlarging the whole array leaves the voltage unchanged. On a disc the ratio $d/s$ is available, and the factor in front of $V/I$ can depend on it.

### (b) An image for the insulating rim

**Question.** No current may cross the rim. For a source at distance $r_0$ from the centre, with $0<r_0<a$, place a second source of the same strength and sign on the same ray at $r_0'=a^2/r_0$. What current do the two together send through the rim?

**Solution.** The image lies outside the disc, because $r_0<a$ implies $a^2/r_0>a$. It therefore adds no source of current inside the wafer. Let $\theta$ be the angle measured from the ray through the source. The squared distance from the source to a field point is

$$|\mathbf r-\mathbf r_0|^2=r^2+r_0^2-2rr_0\cos\theta .$$

Half the logarithm of this, differentiated with respect to $r$ and evaluated at $r=a$, is

$$\left.\frac{\partial}{\partial r}\ln|\mathbf r-\mathbf r_0|\right|_{a}
=\frac{a-r_0\cos\theta}{D},\qquad D=a^2+r_0^2-2ar_0\cos\theta .$$

For the image, replace $r_0$ by $a^2/r_0$. The new denominator is

$$a^2+\frac{a^4}{r_0^2}-\frac{2a^3}{r_0}\cos\theta
=\frac{a^2}{r_0^2}\left(r_0^2+a^2-2ar_0\cos\theta\right)=\frac{a^2}{r_0^2}D ,$$

and the new numerator is $a-(a^2/r_0)\cos\theta=(a/r_0)(r_0-a\cos\theta)$. Their ratio is

$$\left.\frac{\partial}{\partial r}\ln|\mathbf r-\mathbf r_0'|\right|_{a}
=\frac{r_0}{a}\,\frac{r_0-a\cos\theta}{D}
=\frac{r_0^2-ar_0\cos\theta}{aD}.$$

Writing the first slope as $(a^2-ar_0\cos\theta)/(aD)$ and adding,

$$\left.\frac{\partial}{\partial r}\left[\ln|\mathbf r-\mathbf r_0|+\ln|\mathbf r-\mathbf r_0'|\right]\right|_{a}
=\frac{a^2+r_0^2-2ar_0\cos\theta}{aD}=\frac1a .$$

The dependence on angle has gone. Source and image send the uniform current per width $I/(2\pi a)$ outward through the rim, which makes a total of $I$.

This total could not have been zero. A disc fed by one source and closed at its rim would charge up without end, so a steady solution does not exist. The image does the most that conservation of charge allows: it makes the unavoidable outflow uniform.

The sign of the image matters. The ratio of the squared distances found above shows that $|\mathbf r-\mathbf r_0'|=(a/r_0)|\mathbf r-\mathbf r_0|$ on the rim. An image of opposite sign would therefore make the potential constant there, which describes a rim coated with a perfect metal. An insulating rim requires an image of equal sign.

### (c) Source and sink together

**Question.** Show that adding one image for the source and one for the sink solves the disc problem, and that no other solution gives a different $V$.

**Solution.** The source with its image contributes the outward current $I/(2\pi a)$ at every point of the rim. The sink with its image contributes $-I/(2\pi a)$. The sum vanishes at every angle, so the rim is insulating and no further images are needed. This cancellation does not require source and sink to be equally far from the centre, because the slope $1/a$ contains no $r_0$.

For uniqueness, let two potentials satisfy the same conditions and let $u$ be their difference. The source and sink terms cancel in $u$, so $\nabla^2u=0$ throughout the disc, and the normal derivative $\partial_nu$ is zero on the rim. The divergence theorem applied to $u\nabla u$ gives

$$\int|\nabla u|^2\,dA=\oint u\,\partial_nu\,dl-\int u\,\nabla^2u\,dA=0 .$$

The integrand on the left is nowhere negative, so $\nabla u=0$ and $u$ is constant. A constant does not alter a voltage difference.

### (d) The corrected relation

**Question.** Find $V$ for the centred array, and write the result as $R_s=C\,V/I$.

**Solution.** Both current probes are at distance $3s/2$ from the centre. Their images lie at $x=-b$ for the source and $x=+b$ for the sink, where

$$b=\frac{a^2}{3s/2}=\frac{d^2}{4}\cdot\frac{2}{3s}=\frac{d^2}{6s}.$$

At probe 2 the distances are $s$ to the source, $b-s/2$ to its image, $2s$ to the sink and $b+s/2$ to the sink's image. Hence

$$\phi(x_2)=-\frac{IR_s}{2\pi}\left[\ln s+\ln\left(b-\tfrac s2\right)-\ln2s-\ln\left(b+\tfrac s2\right)\right]
=\frac{IR_s}{2\pi}\left[\ln2+\ln\frac{b+s/2}{b-s/2}\right].$$

Reflection in the line $x=0$ exchanges source and sink, so $\phi(x_3)=-\phi(x_2)$ and $V=2\phi(x_2)$. The remaining distances are

$$b\pm\frac s2=\frac{d^2}{6s}\pm\frac{3s^2}{6s}=\frac{d^2\pm3s^2}{6s}.$$

The factor $6s$ cancels in their ratio, and

$$V=\frac{IR_s}{\pi}\left[\ln2+\ln\frac{d^2+3s^2}{d^2-3s^2}\right],$$

$$\boxed{\,C=\frac{\pi}{\displaystyle \ln2+\ln\frac{d^2+3s^2}{d^2-3s^2}},\qquad d>3s.\,}$$

The second logarithm will be called the edge term $E$. It is positive, so the rim raises the voltage at fixed current and fixed $R_s$. The source's image lies to the left of the inner probes and drives current to the right. The sink's image lies to the right and draws current to the right. Both add to the current already flowing from probe 2 to probe 3.

With a perfectly conducting, electrically floating rim, the images change sign and $E$ is replaced by $-E$. A metallized edge therefore calls for a correction in the opposite direction.

### (e) The same voltage without images

**Question.** Obtain the edge term from a series of harmonic functions that satisfies the rim condition directly.

**Solution.** Put $h=3s/2$ and measure $\theta$ from the positive $x$ axis. Factoring out $r$ and expanding the logarithm gives, for $r>h$,

$$\ln|\mathbf r-\mathbf r_4|=\ln r-\sum_{n\ge1}\frac1n\left(\frac hr\right)^n\cos n\theta .$$

For the source on the negative axis, $\cos n\theta$ acquires the factor $(-1)^n$. Even terms cancel between source and sink, while odd terms double. The potential of the unbounded sheet near the rim is

$$\phi_0=-\frac{IR_s}{\pi}\sum_{n\ \mathrm{odd}}\frac1n\left(\frac hr\right)^n\cos n\theta .$$

Add a correction $u=\sum A_nr^n\cos n\theta$, which is harmonic and regular in the disc. The radial slope of $\phi_0+u$ must vanish at $r=a$ for each $n$:

$$\frac{IR_s}{\pi}\frac{h^n}{a^{n+1}}+nA_na^{n-1}=0,\qquad
A_n=-\frac{IR_s}{\pi n}\left(\frac{h}{a^2}\right)^n=-\frac{IR_s}{\pi n\,b^n}.$$

At probe 2, $\cos n\theta=-1$ for odd $n$. At probe 3 it is $+1$. The rim thus adds to $V$ the amount

$$u(x_2)-u(x_3)=\frac{2IR_s}{\pi}\sum_{n\ \mathrm{odd}}\frac1n\left(\frac{s}{2b}\right)^n
=\frac{IR_s}{\pi}\ln\frac{1+s/2b}{1-s/2b},$$

because $\ln(1+y)-\ln(1-y)$ retains twice the odd terms of the logarithmic series. This is $IR_sE/\pi$ once more.

Two numerical solutions made without images support the result. In the first, the rim slope of the unbounded-sheet field was sampled and cancelled by a Fourier series, for $d/s=3.05$, 4, 6, 15 and 50. The largest relative difference from the formula for $C$ was $1.3\times10^{-15}$. In the second, the disc was replaced by a polar network of resistors with 62 rings and 256 angular positions. At $d/s=4$ it gave $C=2.9287$, against 2.9289 from the formula.

### (f) Large and small discs

**Question.** Find the limits $d/s\to\infty$ and $d\to3s$, and the diameter at which the unbounded-sheet factor gives a 1 % error.

**Solution.** Set $q=3s^2/d^2$. The edge term is

$$E=\ln\frac{1+q}{1-q}=2q+\frac{2q^3}{3}+\cdots=\frac{6s^2}{d^2}+\frac{18s^6}{d^6}+\cdots .$$

It vanishes at infinite diameter, leaving $C=\pi/\ln2=4.5324$, in agreement with part (a). To leading order in $s^2/d^2$,

$$C\simeq\frac{\pi}{\ln2}\left(1-\frac{6s^2}{d^2\ln2}\right).$$

The square has a simple origin. At the centre the two distant images together add the current per width $2I/(2\pi b)=6Is/(\pi d^2)$. Multiplication by $R_s$ and by the probe separation $s$ gives the extra voltage $6IR_ss^2/(\pi d^2)$.

When $d$ approaches $3s$ from above, $q\to1/3$ and $E\to\ln2$. The voltage is twice that of the unbounded sheet, and $C\to\pi/(2\ln2)=2.2662$. Each current probe then merges with its image, so the field inside is that of a source and sink of doubled strength. The Fourier solution at $d/s=3.01$ gave a voltage ratio of 1.993, close to this limit.

Using $\pi/\ln2$ on a finite disc overestimates $R_s$ by the relative amount $E/\ln2$. For 1 % we need $E=0.01\ln2$. Solving $E=\ln[(1+q)/(1-q)]$ for $q$ gives $q=\tanh(E/2)$, and hence

$$\frac ds=\sqrt{\frac{3}{\tanh(0.005\ln2)}}=29.4 .$$

For a centred array on a thin disc with an insulating rim, a larger ratio keeps this error below 1 %. At $d/s=10$ the correct factor is 4.171, or 92.0 % of $\pi/\ln2$. At $d/s=100$ it is 99.91 %.

## Second half: thickness, placement and a silicon wafer

The wafer has diameter $d=2a$, thickness $t$, resistivity $\rho$ and sheet resistance $R_s=\rho/t$. The probe spacing is $s$. Current $I$ enters at probe 1 and leaves at probe 4, and $V$ is the potential of probe 2 minus that of probe 3. For a centred array and an insulating rim, the first half gave

$$V=\frac{IR_s}{\pi}(\ln2+E),\qquad E=\ln\frac{d^2+3s^2}{d^2-3s^2},\qquad R_s=C\frac VI,\qquad C=\frac{\pi}{\ln2+E}.$$

A source at distance $r_0$ from the centre has an image of equal sign at distance $a^2/r_0$ on the same ray.

### (g) How thin is thin?

**Question.** Near a point contact the current spreads in depth as well as sideways. Find the resulting change of $V$ for a slab of thickness $t$ with insulating faces and no lateral boundary.

For a thin disc with an insulating rim and a centred array, this part has found the factor $C$ that converts $V/I$ into sheet resistance, and has confirmed it without images. What remains is to answer the question of thickness just posed, then to estimate errors in placement, apply the result to a small silicon wafer and examine what the model leaves out.

All numerical values are calculated from the stated model.
